# Why core excitations spoil the one-resonance C6 estimate for caesium: verification in Python

```python
"""
Result under test: for two identical alkali atoms, E = -C6/R^6 and
    C6 >= (3/4) alpha^2 Omega1,
with alpha the total static polarizability and Omega1 the resonance energy.
The estimate is close for Li. For Cs, core excitations raise C6 by a much
larger fraction than they raise alpha. Using only the valence alpha makes
the error larger than using the total alpha.

Units: Ry, a0, e^2 = 2; alpha is a volume (a0^3), C6 is in Ry a0^6.
Level: spin-polarized LDA and adiabatic LDA linear response.
Li is all-electron; Cs has 9 explicit electrons and a 46-electron
scalar-relativistic pseudopotential.
Poles: alpha(i w) = sum_n alpha_n Omega_n^2/(Omega_n^2+w^2).
Core poles have more than half their weight on core occupied orbitals.
"""
import numpy as np
from pyscf import gto, dft, lib

lib.num_threads(1)


def even_tempered(l, smallest, ratio, count):
    return [[l, [smallest * ratio**k, 1.0]] for k in range(count)]


BASIS = {
    "Li": even_tempered(0, 0.012, 2.3, 14)
    + even_tempered(1, 0.010, 2.2, 11),
    "Cs": even_tempered(0, 0.008, 2.1, 11)
    + even_tempered(1, 0.006, 2.1, 11)
    + even_tempered(2, 0.050, 2.2, 7),
}


def new_mean_field(mol, symbol):
    mf = dft.UKS(mol)
    mf.chkfile = None
    mf.xc = "lda,vwn"
    mf.grids.atom_grid = {symbol: (120, 50)}
    mf.grids.prune = None
    mf.small_rho_cutoff = 0
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 200
    return mf


def ground_state(symbol, charge):
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: BASIS[symbol]},
                ecp={"Cs": "def2-tzvp"} if symbol == "Cs" else {},
                charge=charge, spin=1 - charge, verbose=0)
    expected = {"Li": 3, "Cs": 9}[symbol] - charge
    assert mol.nelectron == expected
    mf = new_mean_field(mol, symbol)
    mf.kernel()
    assert mf.converged
    return mol, mf


def response(mol, mf, has_valence):
    """Build the response in memory; return matrices in Ry and pole data."""
    z_ao = mol.intor("int1e_r")[2]
    ao = dft.numint.eval_ao(mol, mf.grids.coords)
    row, col = np.tril_indices(mol.nao_nr())
    gaps, dipoles, core_mask = [], [], []
    pair_columns, grid_products, densities = [], [], []
    for spin in (0, 1):
        occ = mf.mo_occ[spin] > 0
        c_occ = mf.mo_coeff[spin][:, occ]
        c_vir = mf.mo_coeff[spin][:, ~occ]
        energy = mf.mo_energy[spin]
        gaps.append((energy[~occ][None, :] - energy[occ][:, None]).ravel())
        dipoles.append((c_occ.T @ z_ao @ c_vir).ravel())
        is_core = np.ones(c_occ.shape[1], dtype=bool)
        if has_valence and spin == 0:
            is_core[-1] = False
        core_mask.append(np.repeat(is_core, c_vir.shape[1]))

        # Orbital products over unique pairs of basis functions.
        pairs = (c_occ[row][:, :, None] * c_vir[col][:, None, :]
                 + c_occ[col][:, :, None] * c_vir[row][:, None, :])
        pairs[row == col] *= 0.5
        pair_columns.append(pairs.reshape(len(row), -1))

        # The same products, and the spin density, on the grid.
        g_occ, g_vir = ao @ c_occ, ao @ c_vir
        products = g_occ[:, :, None] * g_vir[:, None, :]
        grid_products.append(products.reshape(len(ao), -1))
        densities.append(np.sum(g_occ**2, axis=1))

    pair_columns = np.hstack(pair_columns)
    integrals = mol.intor("int2e", aosym="s4")
    coupling = pair_columns.T @ (integrals @ pair_columns)

    fxc = dft.libxc.eval_xc("lda,vwn", tuple(densities), spin=1, deriv=2)[2]
    kernel = np.asarray(fxc[0])
    if kernel.shape[0] != 3:
        kernel = kernel.T
    f_uu, f_ud, f_dd = kernel * mf.grids.weights
    up, down = grid_products
    k_ud = up.T @ (f_ud[:, None] * down)
    coupling += np.block([[up.T @ (f_uu[:, None] * up), k_ud],
                          [k_ud.T, down.T @ (f_dd[:, None] * down)]])

    gaps = 2 * np.concatenate(gaps)  # hartree to Ry
    assert gaps.min() > 0
    plus = np.diag(gaps) + 4 * coupling  # 2 K, converted to Ry
    plus = (plus + plus.T) / 2
    dipole = np.concatenate(dipoles)
    core_mask = np.concatenate(core_mask)

    root = np.sqrt(gaps)
    squares, vectors = np.linalg.eigh(root[:, None] * plus * root[None, :])
    assert squares.min() > 0
    omega = np.sqrt(squares)
    strength = ((dipole * root) @ vectors)**2
    core_weight = np.sum(vectors[core_mask]**2, axis=0)
    return dict(plus=plus, gaps=gaps, dipole=dipole, omega=omega,
                strength=strength, alpha=4 * strength / squares,
                core=core_weight > 0.5)


def direct_alpha(data, w):
    """Polarizability at i w from a linear solve, without the poles."""
    matrix = data["plus"] + np.diag(w**2 / data["gaps"])
    return 4 * data["dipole"] @ np.linalg.solve(matrix, data["dipole"])


def quadrature_c6(data):
    nodes, weights = np.polynomial.legendre.leggauss(40)
    scale = 0.25
    freq = scale * (1 + nodes) / (1 - nodes)
    jac = 2 * scale / (1 - nodes)**2
    values = np.array([direct_alpha(data, w) for w in freq])
    return 3 / np.pi * np.sum(weights * jac * values**2)


def pole_c6(alpha_1, omega_1, alpha_2, omega_2):
    pair = np.outer(omega_1, omega_2) / np.add.outer(omega_1, omega_2)
    return 1.5 * alpha_1 @ pair @ alpha_2


def finite_field_alpha(mol, mf, symbol):
    field = 3e-4  # hartree atomic units
    z_ao = mol.intor("int1e_r")[2]
    h_field = mf.get_hcore() + field * z_ao
    perturbed = new_mean_field(mol, symbol)
    perturbed.get_hcore = lambda *args: h_field
    perturbed.kernel(dm0=mf.make_rdm1())
    assert perturbed.converged
    density = np.asarray(perturbed.make_rdm1()).sum(axis=0)
    return -np.sum(density * z_ao) / field


def oscillator_c6(alphas, energies, distance):
    """C6 from the exact zero-point energy of coupled oscillators."""
    c = np.sqrt(alphas) * energies
    diagonal = np.diag(energies**2)
    shift = 0.0
    for factor in (1.0, 1.0, -2.0):
        v = factor * np.outer(c, c) / distance**3
        modes = np.linalg.eigvalsh(np.block([[diagonal, v], [v, diagonal]]))
        shift += 0.5 * np.sum(np.sqrt(modes)) - np.sum(energies)
    return -shift * distance**6


def show(label, value, unit, digits=5):
    print(f"{label}: {value:.{digits}g} {unit}")


results = {}
for symbol in ("Li", "Cs"):
    mol, mf = ground_state(symbol, 0)
    data = response(mol, mf, True)
    om, al, core = data["omega"], data["alpha"], data["core"]
    val = ~core
    total = al.sum()
    a_c, a_v = al[core].sum(), al[val].sum()
    resonance = om[data["strength"] > 1e-4].min()
    line = abs(om - resonance) < 1e-4
    f_line = data["strength"][line].sum()
    assert np.all(val[line & (data["strength"] > 1e-4)])

    alpha_ff = finite_field_alpha(mol, mf, symbol)
    # Remaining field nonlinearity and SCF error are below this tolerance.
    assert abs(alpha_ff / total - 1) < 5e-3

    c6 = quadrature_c6(data)
    vv = pole_c6(al[val], om[val], al[val], om[val])
    vc = 2 * pole_c6(al[val], om[val], al[core], om[core])
    cc = pole_c6(al[core], om[core], al[core], om[core])
    assert abs((vv + vc + cc) / c6 - 1) < 1e-4

    london = 0.75 * total**2 * resonance
    london_v = 0.75 * a_v**2 * resonance
    assert c6 > london > london_v
    deficit_v = vv - london_v
    deficit_c = c6 - london - deficit_v

    e_v = vv / (0.75 * a_v**2)
    e_c = cc / (0.75 * a_c**2)
    cross = 3 * a_v * a_c * e_v * e_c / (e_v + e_c)
    assert abs(cross / vc - 1) < 0.05

    multiples = (0, 1, 3, 10)
    shares = []
    for k in multiples:
        terms = al * om**2 / (om**2 + (k * resonance)**2)
        assert abs(terms.sum() / direct_alpha(data, k * resonance) - 1) < 1e-6
        shares.append(terms[core].sum() / terms.sum())
    assert np.all(np.diff(shares) > 0)

    show(symbol + " resonance energy", resonance, "Ry")
    show(symbol + " resonance oscillator strength", f_line, "(no unit)", 4)
    show(symbol + " static alpha, response", total, "a0^3")
    show(symbol + " static alpha, finite field", alpha_ff, "a0^3")
    show(symbol + " valence alpha", a_v, "a0^3")
    show(symbol + " core alpha", a_c, "a0^3", 4)
    show(symbol + " C6, full response", c6, "Ry a0^6")
    show(symbol + " C6, converted", c6 / 2, "hartree a0^6")
    show(symbol + " C6 valence-valence share", 100 * vv / c6, "%", 4)
    show(symbol + " C6 valence-core share", 100 * vc / c6, "%", 4)
    show(symbol + " C6 core-core share", 100 * cc / c6, "%", 3)
    show(symbol + " estimate with total alpha", london, "Ry a0^6")
    show(symbol + " error with total alpha", 100 * (1 - london / c6), "%", 3)
    show(symbol + " estimate with valence alpha", london_v, "Ry a0^6")
    show(symbol + " error with valence alpha",
         100 * (1 - london_v / c6), "%", 3)
    show(symbol + " total-alpha error due to valence",
         100 * deficit_v / c6, "% of C6", 3)
    show(symbol + " total-alpha error due to core",
         100 * deficit_c / c6, "% of C6", 3)
    for k, share in zip(multiples, shares):
        show(f"{symbol} core share of alpha(i w), w = {k} x resonance",
             100 * share, "%", 3)
    show(symbol + " effective valence energy", e_v, "Ry", 4)
    show(symbol + " effective core energy", e_c, "Ry", 4)

    results[symbol] = dict(c6=c6, a_v=a_v, a_c=a_c, e_v=e_v, e_c=e_c,
                           resonance=resonance, vv=vv,
                           miss=1 - london / c6, miss_v=1 - london_v / c6,
                           deficit_v=deficit_v, deficit_c=deficit_c,
                           static_share=shares[0], c6_share=1 - vv / c6,
                           f_sum=data["strength"].sum())

li, cs = results["Li"], results["Cs"]

# The full oscillator-strength sum must equal the electron number of Li.
assert abs(li["f_sum"] / 3 - 1) < 0.05
show("Li oscillator-strength sum", li["f_sum"], "(no unit)", 4)

# The core poles of Cs should resemble the response of the separate ion.
ion_mol, ion_mf = ground_state("Cs", 1)
ion_alpha = response(ion_mol, ion_mf, False)["alpha"].sum()
assert abs(cs["a_c"] / ion_alpha - 1) < 0.25
show("Cs+ static alpha", ion_alpha, "a0^3", 4)

# Two-pole formula against coupled oscillators and the full response.
pole_a = np.array([cs["a_v"], cs["a_c"]])
pole_e = np.array([cs["e_v"], cs["e_c"]])
two_pole = (0.75 * np.sum(pole_a**2 * pole_e)
            + 3 * np.prod(pole_a) * np.prod(pole_e) / np.sum(pole_e))
coupled = oscillator_c6(pole_a, pole_e, 100.0)
assert abs(coupled / two_pole - 1) < 1e-4
assert abs(two_pole / cs["c6"] - 1) < 0.02
show("Cs two-pole C6", two_pole, "Ry a0^6")
show("Cs coupled-oscillator C6", coupled, "Ry a0^6")

# Closed form for the core error left after using the total alpha.
x = cs["a_c"] / cs["a_v"]
r = cs["e_c"] / cs["resonance"]
core_error = (0.75 * cs["a_v"]**2 * cs["resonance"]
              * (2 * x * (r - 1) / (r + 1) + x**2 * (r - 1)))
assert abs(core_error / cs["deficit_c"] - 1) < 0.10
show("Cs core-to-valence alpha ratio x", x, "(no unit)", 4)
show("Cs core-to-resonance energy ratio r", r, "(no unit)", 4)
show("Cs core error from x and r", 100 * core_error / cs["c6"],
     "% of C6", 3)

# Claims about the contrast and its cause.
assert li["miss"] < 0.07 and cs["miss"] > li["miss"]
assert 0.10 < cs["miss_v"] < 0.25
assert cs["miss"] < 0.75 * cs["miss_v"]
assert cs["c6_share"] > 2 * cs["static_share"]
assert cs["deficit_c"] > cs["deficit_v"]
assert li["deficit_v"] > li["deficit_c"]
assert cs["deficit_v"] / cs["vv"] < 0.05

print("checks complete")
```

Running it gives:

```
Li resonance energy: 0.14491 Ry
Li resonance oscillator strength: 0.7424 (no unit)
Li static alpha, response: 143.64 a0^3
Li static alpha, finite field: 143.64 a0^3
Li valence alpha: 143.41 a0^3
Li core alpha: 0.2245 a0^3
Li C6, full response: 2284.1 Ry a0^6
Li C6, converted: 1142.1 hartree a0^6
Li C6 valence-valence share: 99.37 %
Li C6 valence-core share: 0.6167 %
Li C6 core-core share: 0.00846 %
Li estimate with total alpha: 2242.4 Ry a0^6
Li error with total alpha: 1.83 %
Li estimate with valence alpha: 2235.4 Ry a0^6
Li error with valence alpha: 2.13 %
Li total-alpha error due to valence: 1.51 % of C6
Li total-alpha error due to core: 0.318 % of C6
Li core share of alpha(i w), w = 0 x resonance: 0.156 %
Li core share of alpha(i w), w = 1 x resonance: 0.308 %
Li core share of alpha(i w), w = 3 x resonance: 1.44 %
Li core share of alpha(i w), w = 10 x resonance: 10.9 %
Li effective valence energy: 0.1471 Ry
Li effective core energy: 5.109 Ry
Cs resonance energy: 0.11193 Ry
Cs resonance oscillator strength: 1.036 (no unit)
Cs static alpha, response: 350.94 a0^3
Cs static alpha, finite field: 350.93 a0^3
Cs valence alpha: 334.03 a0^3
Cs core alpha: 16.91 a0^3
Cs C6, full response: 11466 Ry a0^6
Cs C6, converted: 5732.9 hartree a0^6
Cs C6 valence-valence share: 82.17 %
Cs C6 valence-core share: 15.34 %
Cs C6 core-core share: 2.49 %
Cs estimate with total alpha: 10339 Ry a0^6
Cs error with total alpha: 9.83 %
Cs estimate with valence alpha: 9366.4 Ry a0^6
Cs error with valence alpha: 18.3 %
Cs total-alpha error due to valence: 0.476 % of C6
Cs total-alpha error due to core: 9.35 % of C6
Cs core share of alpha(i w), w = 0 x resonance: 4.82 %
Cs core share of alpha(i w), w = 1 x resonance: 9.08 %
Cs core share of alpha(i w), w = 3 x resonance: 31.7 %
Cs core share of alpha(i w), w = 10 x resonance: 74.3 %
Cs effective valence energy: 0.1126 Ry
Cs effective core energy: 1.334 Ry
Li oscillator-strength sum: 3 (no unit)
Cs+ static alpha: 16.55 a0^3
Cs two-pole C6: 11466 Ry a0^6
Cs coupled-oscillator C6: 11466 Ry a0^6
Cs core-to-valence alpha ratio x: 0.05063 (no unit)
Cs core-to-resonance energy ratio r: 11.92 (no unit)
Cs core error from x and r: 9.28 % of C6
checks complete
```
